# Rear-face half-rise time of a silicon wafer after a front-surface flash: a program that tests the result

```python
"""Rear-face half-rise time of an insulated slab after a front-surface flash.

Result under test: rear rise / final rise
    R(tau) = 1 + 2 sum_{n>=1} (-1)^n exp(-n^2 pi^2 tau),  tau = D t / L^2,
equals 1/2 once, at tau = 0.1388, so t_half = 0.1388 L^2 / D.
L: thickness (cm), D: thermal diffusivity (cm^2/s), t: time (s),
Q: absorbed energy per area (J/cm^2), C: heat capacity per volume (J/cm^3/K).
The program also sizes effects that the ideal slab neglects.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import quad
from scipy.optimize import brentq

# Example inputs; material values are rough values for hot silicon.
L = 775e-4
D = 0.1
C = 2.2
T0 = 1100.0
Q = 8.0
pulse = 1.0e-3
depth = 10e-4
emissivity = 0.7
expansion = 4e-6
melting = 1685.0
D_room = 0.8
k0 = D * C
modes = np.arange(1, 81)
signs = (-1.0) ** modes


def rear(tau):
    return 1 + 2 * np.sum(signs * np.exp(-(modes * np.pi) ** 2 * tau))


def front(tau):
    return 1 + 2 * np.sum(np.exp(-(modes * np.pi) ** 2 * tau))


def rear_images(tau):
    odd = 2 * np.arange(0, 40) + 1
    return 2 / np.sqrt(np.pi * tau) * np.sum(np.exp(-odd**2 / (4 * tau)))


# Diagonalize a finite-volume slab with all the energy in its first cell.
cells = 240
matrix = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
matrix[0, 0] = matrix[-1, -1] = 1
rates, vectors = np.linalg.eigh(matrix * cells**2)


def slab_profile(tau):
    return cells * vectors @ (np.exp(-rates * tau) * vectors[0])


worst_slab = 0.0
for tau in (0.05, 0.1, 0.1388, 0.3, 0.8):
    profile = slab_profile(tau)
    worst_slab = max(worst_slab, abs(profile[-1] - rear(tau)),
                     abs(profile[0] - front(tau)))
# Cell size 1/240 leaves a second-order discretization error.
assert worst_slab < 1e-3
worst_image = max(abs(rear(x) - rear_images(x))
                  for x in (0.02, 0.05, 0.14, 0.5, 1.0))
assert worst_image < 1e-11

# Half-rise from the cosine series, the image sum and the discrete slab.
tau_half = brentq(lambda x: rear(x) - 0.5, 0.05, 0.5, xtol=1e-14)
tau_image = brentq(lambda x: rear_images(x) - 0.5, 0.05, 0.5, xtol=1e-14)
tau_slab = brentq(lambda x: slab_profile(x)[-1] - 0.5, 0.05, 0.5)
assert abs(tau_half - tau_image) < 1e-11
assert abs(tau_half - tau_slab) < 1e-4
assert abs(tau_half - 0.139) < 5e-4
q_half = np.exp(-np.pi**2 * tau_half)
tau_one = np.log(4) / np.pi**2
q_two = brentq(lambda q: q - q**4 - 0.25, 0.2, 0.4, xtol=1e-14)
tau_two = -np.log(q_two) / np.pi**2
assert abs(tau_two - tau_half) < abs(tau_one - tau_half) / 100

# Strict rise, and overlap of the two ranges used to prove it.
curve = np.array([rear(x) for x in np.linspace(0.02, 1.5, 600)])
assert np.all(np.diff(curve) > 0)
tau_overlap = np.log(4) / (3 * np.pi**2)
assert tau_overlap < 0.5

t_scale = L**2 / D
t_half = tau_half * t_scale
assert 8.0e-3 < t_half < 8.5e-3
tau_99 = brentq(lambda x: rear(x) - 0.99, 0.2, 2)
final_rise = Q / (C * L)

# Finite rectangular flash: running average of the instantaneous response.
width = pulse / t_scale


def rear_pulse(tau):
    return quad(rear, tau - width, tau, epsabs=1e-12)[0] / width


tau_pulse = brentq(lambda x: rear_pulse(x) - 0.5, 0.1, 0.3, xtol=1e-13)
t_pulse = tau_pulse * t_scale
assert abs(t_pulse - t_half - pulse / 2) < 0.03 * pulse

# Exponential absorption: obtain mode weights by quadrature.
depth_ratio = depth / L
norm = quad(lambda x: np.exp(-x / depth_ratio), 0, 1, epsabs=1e-13)[0]
weights = np.array([
    quad(lambda x: np.exp(-x / depth_ratio) * np.cos(n * np.pi * x),
         0, 1, epsabs=1e-13, limit=200)[0] / norm for n in range(1, 9)])
n8 = np.arange(1, 9)
assert np.allclose(weights, 1 / (1 + (n8 * np.pi * depth_ratio) ** 2),
                   atol=1e-9)


def rear_depth(tau):
    decay = np.exp(-(n8 * np.pi) ** 2 * tau)
    return 1 + 2 * np.sum((-1.0) ** n8 * weights * decay)


tau_depth = brentq(lambda x: rear_depth(x) - 0.5, 0.1, 0.2, xtol=1e-14)
depth_shift = (tau_depth - tau_half) * t_scale
assert abs(depth_shift / (-depth**2 / D) - 1) < 0.02


def time_step_slab(power, emit):
    """Return half-rise time, peak front temperature and maximum rear rise.

    Conductivity is k0*(T0/T)**power; half-rise uses the rear maximum.
    Lamps balance the radiation loss at the preheat temperature T0.
    """
    number = 80
    dx = L / number
    pulse_steps = 300
    dt = pulse / pulse_steps
    factor = dt / (C * dx)
    sigma = Stefan_Boltzmann * 1e-4
    temp = np.full(number, T0)
    steps = 80 * pulse_steps
    record = np.zeros(steps + 1)
    peak = T0
    for step in range(steps):
        k = k0 * (T0 / temp) ** power
        flow = 0.5 * (k[1:] + k[:-1]) * (temp[:-1] - temp[1:]) / dx
        flash = Q / pulse if step < pulse_steps else 0.0
        loss_front = emit * sigma * (temp[0] ** 4 - T0**4)
        loss_rear = emit * sigma * (temp[-1] ** 4 - T0**4)
        temp[:-1] -= factor * flow
        temp[1:] += factor * flow
        temp[0] += factor * (flash - loss_front)
        temp[-1] -= factor * loss_rear
        if flash:
            k_front = k0 * (T0 / temp[0]) ** power
            peak = max(peak, temp[0] + flash * dx / (2 * k_front))
        record[step + 1] = temp[-1] - T0
    half = record.max() / 2
    i = int(np.argmax(record >= half))
    part = (half - record[i - 1]) / (record[i] - record[i - 1])
    return (i - 1 + part) * dt, peak, record.max()


t_linear, peak_linear, max_linear = time_step_slab(0, 0)
t_varied, peak_varied, max_varied = time_step_slab(1, 0)
t_radiated, peak_radiated, max_radiated = time_step_slab(0, emissivity)
t_all, peak_all, max_all = time_step_slab(1, emissivity)
peak_formula = T0 + 2 * Q / np.sqrt(np.pi * k0 * C * pulse)
# Grid and time step give errors of order one part in a thousand.
assert abs(t_linear / t_pulse - 1) < 3e-3
assert abs(max_linear / final_rise - 1) < 1e-4
assert abs((peak_linear - T0) / (peak_formula - T0) - 1) < 0.01
assert t_varied > t_linear
assert abs(t_radiated / t_linear - 1) < 0.03
assert abs(t_all / t_linear - 1) < 0.20
assert peak_all < melting

print(f"Thickness L = {L * 1e4:.0f} um")
print(f"Diffusivity D, rough hot silicon = {D:.2f} cm2/s")
print(f"Heat capacity C, rough = {C:.2f} J/(cm3 K)")
print(f"Conductivity D*C = {k0:.3f} W/(cm K)")
print(f"Preheat temperature = {T0:.0f} K")
print(f"Absorbed energy = {Q:.1f} J/cm2")
print(f"Flash length = {pulse * 1e3:.1f} ms")
print(f"Largest series - discrete slab gap = {worst_slab:.1e} (no unit)")
print(f"Largest series - image sum gap = {worst_image:.1e} (no unit)")
print(f"One-term half-rise tau = {tau_one:.5f} (no unit)")
print(f"Two-term half-rise tau = {tau_two:.6f} (no unit)")
print(f"Full half-rise tau = {tau_half:.6f} (no unit)")
print(f"q at half-rise = {q_half:.6f} (no unit)")
print(f"q^4 at half-rise = {q_half**4:.6f} (no unit)")
print(f"q^9 at half-rise = {q_half**9:.2e} (no unit)")
print(f"Cosine monotonic range starts at tau = {tau_overlap:.4f}")
print(f"L^2/D = {t_scale * 1e3:.3f} ms")
print(f"Ideal half-rise time = {t_half * 1e3:.3f} ms")
print(f"Final uniform rise = {final_rise:.2f} K")
print(f"Ideal rear T at half-rise = {T0 + final_rise / 2:.1f} K")
front_half = front(tau_half)
print(f"Front rise / final rise at half-rise = {front_half:.4f}")
print(f"Ideal front T at half-rise = {T0 + front_half * final_rise:.1f} K")
for ms in (2, 4, 8, 16, 32):
    print(f"Rear rise / final rise at {ms} ms = "
          f"{rear(ms * 1e-3 / t_scale):.4f}")
print(f"Time to 99 percent rear rise = {tau_99 * t_scale * 1e3:.2f} ms")
print(f"Half-rise from start of 1 ms flash = {t_pulse * 1e3:.3f} ms")
print(f"Delay due to flash length = {(t_pulse - t_half) * 1e3:.4f} ms")
print(f"Absorption depth, rough = {depth * 1e4:.0f} um")
print(f"Half-rise shift due to depth = {depth_shift * 1e6:.2f} us")
print(f"Time-stepped linear half-rise = {t_linear * 1e3:.3f} ms")
print(f"Half-rise with k proportional to 1/T = {t_varied * 1e3:.3f} ms")
print(f"Change due to k(T) = {100 * (t_varied / t_linear - 1):.2f} percent")
print(f"Emissivity of both faces, rough = {emissivity:.1f} (no unit)")
print(f"Half-rise with radiation only = {t_radiated * 1e3:.3f} ms")
print("Change due to radiation = "
      f"{100 * (t_radiated / t_linear - 1):.2f} percent")
print(f"Maximum rear rise with radiation = {max_radiated:.2f} K")
print(f"Half-rise with k(T) and radiation = {t_all * 1e3:.3f} ms")
print(f"Peak front T, constant k formula = {peak_formula:.0f} K")
print(f"Peak front T, k(T) and radiation = {peak_all:.0f} K")
print(f"Melting temperature, rough = {melting:.0f} K")
growth = (1 + expansion * (T0 - 300)) ** 2 - 1
print(f"Expansion coefficient, rough = {expansion * 1e6:.1f} ppm/K")
print(f"Half-rise change by expansion from 300 K = {100 * growth:.2f} percent")
print(f"Room-temperature D, rough = {D_room:.1f} cm2/s")
print(f"Ideal half-rise with that D = {tau_half * L**2 / D_room * 1e3:.2f} ms")
print("all assertions hold")
```

Running it gives:

```
Thickness L = 775 um
Diffusivity D, rough hot silicon = 0.10 cm2/s
Heat capacity C, rough = 2.20 J/(cm3 K)
Conductivity D*C = 0.220 W/(cm K)
Preheat temperature = 1100 K
Absorbed energy = 8.0 J/cm2
Flash length = 1.0 ms
Largest series - discrete slab gap = 5.5e-05 (no unit)
Largest series - image sum gap = 1.1e-16 (no unit)
One-term half-rise tau = 0.14046 (no unit)
Two-term half-rise tau = 0.138783 (no unit)
Full half-rise tau = 0.138785 (no unit)
q at half-rise = 0.254169 (no unit)
q^4 at half-rise = 0.004173 (no unit)
q^9 at half-rise = 4.43e-06 (no unit)
Cosine monotonic range starts at tau = 0.0468
L^2/D = 60.062 ms
Ideal half-rise time = 8.336 ms
Final uniform rise = 46.92 K
Ideal rear T at half-rise = 1123.5 K
Front rise / final rise at half-rise = 1.5167
Ideal front T at half-rise = 1171.2 K
Rear rise / final rise at 2 ms = 0.0034
Rear rise / final rise at 4 ms = 0.1024
Rear rise / final rise at 8 ms = 0.4732
Rear rise / final rise at 16 ms = 0.8558
Rear rise / final rise at 32 ms = 0.9896
Time to 99 percent rear rise = 32.24 ms
Half-rise from start of 1 ms flash = 8.841 ms
Delay due to flash length = 0.5054 ms
Absorption depth, rough = 10 um
Half-rise shift due to depth = -9.99 us
Time-stepped linear half-rise = 8.840 ms
Half-rise with k proportional to 1/T = 9.211 ms
Change due to k(T) = 4.20 percent
Emissivity of both faces, rough = 0.7 (no unit)
Half-rise with radiation only = 8.762 ms
Change due to radiation = -0.88 percent
Maximum rear rise with radiation = 46.17 K
Half-rise with k(T) and radiation = 9.125 ms
Peak front T, constant k formula = 1510 K
Peak front T, k(T) and radiation = 1557 K
Melting temperature, rough = 1685 K
Expansion coefficient, rough = 4.0 ppm/K
Half-rise change by expansion from 300 K = 0.64 percent
Room-temperature D, rough = 0.8 cm2/s
Ideal half-rise with that D = 1.04 ms
all assertions hold
```
